\section*{Why restricted Hartree-Fock spin-spin couplings diverge in stretched minimal-basis H2}

\section{A coupling that explodes while the bond merely stretches}

Stretch the bond of H$_2$ slowly. Nothing abrupt happens to the molecule: its ground state stays a singlet and its electron density changes smoothly. The proton-proton coupling from restricted Hartree-Fock (RHF) theory behaves quite differently. In a minimal basis its Fermi contact part is 469~Hz at 1.40~bohr, 2000~Hz at 2.00~bohr and $+36\,000$~Hz at 2.1697~bohr. At 2.1897~bohr it is $-36\,000$~Hz. Full configuration interaction (CI) in the same two orbitals gives 784 and 803~Hz at the last two distances.

The failure therefore lies in how RHF responds to the nuclear spins. The model below is small enough to show the cause in closed form, and to show how far the Tamm-Dancoff approximation cures it.

\section{The model and the contact operator}

The nuclei A and B are clamped, the electrons are non-relativistic, and each atom carries one $1s$ function (STO-3G). Symmetry fixes the two real orbitals: $g$ is the normalized sum and $u$ the normalized difference. Of the terms that make up a spin-spin coupling, the Fermi contact term alone is kept.

The coupling $J$ is defined by the energy $hJ\,\mathbf I_A\cdot\mathbf I_B$, with dimensionless spins. For a singlet the contact coupling is isotropic, so the $z$ components suffice:
\begin{equation}
V=C\sum_{N=A,B} I_N\sum_i\delta(\mathbf r_i-\mathbf R_N)\,s_{iz},
\qquad C=\tfrac23\mu_0|g_e|\mu_B\gamma_p\hbar .
\end{equation}
Since $g(B)=g(A)$ and $u(B)=-u(A)$, the transition density $gu$ is $d=g(A)u(A)$ at A and $-d$ at B. The nuclear spins thus enter through
\begin{equation}
D=C\,d\,(I_A-I_B),\qquad D^2=C^2d^2(I_A^2+I_B^2-2I_AI_B).
\label{eq:D}
\end{equation}
An energy $-\kappa D^2$ contains the cross term $+2\kappa C^2d^2I_AI_B$, and hence gives $hJ=2\kappa C^2d^2$.

With one $\alpha$ and one $\beta$ electron there are four states $|pq\rangle$, where $p$ is the orbital of the $\alpha$ electron and $q$ that of the $\beta$ electron. With $h_p$ the one-electron energies and $E_{\rm n}$ the nuclear repulsion, the matrix elements needed are
\begin{align}
E_{gg}&=2h_g+(gg|gg)+E_{\rm n}, & \langle gg|H|uu\rangle&=(gu|gu)\equiv K,\\
\langle gu|H|gu\rangle&=h_g+h_u+(gg|uu)+E_{\rm n}, & \langle gu|H|ug\rangle&=K .
\end{align}
$E_{uu}$ follows from $E_{gg}$ by replacing $g$ with $u$. The triplet is $|T\rangle=(|gu\rangle-|ug\rangle)/\sqrt2$, with energy $E_T=h_g+h_u+(gg|uu)-K+E_{\rm n}$. The plus combination is a singlet of odd parity and plays no part.

The RHF orbital energies are $\varepsilon_g=h_g+(gg|gg)$ and $\varepsilon_u=h_u+2(gg|uu)-K$. Therefore
\begin{equation}
A\equiv\varepsilon_u-\varepsilon_g-(gg|uu)
=h_u-h_g+(gg|uu)-K-(gg|gg)=E_T-E_{gg}.
\label{eq:A}
\end{equation}
$A$ is the height of the triplet above the RHF determinant $|gg\rangle$.

Now let $V$ act. The $\alpha$ electron contributes with $+\frac12$ and the $\beta$ electron with $-\frac12$, so $\langle ug|V|gg\rangle=\frac12D$ and $\langle gu|V|gg\rangle=-\frac12D$. From $|uu\rangle$ the signs are reversed, because there it is the $\alpha$ electron that must move to reach $|gu\rangle$. Hence
\begin{equation}
\langle T|V|gg\rangle=-\frac{D}{\sqrt2},\qquad
\langle T|V|uu\rangle=+\frac{D}{\sqrt2}.
\label{eq:V}
\end{equation}
The expectation values of $V$ in $|gg\rangle$ and $|uu\rangle$ vanish because the two spins cancel.

\section{Why RHF has a pole}

In the nuclear field the $\alpha$ and $\beta$ orbitals separate. Let them rotate from $g$ towards $u$ by small angles $a$ and $b$. The linear energy is $(a-b)D$, and the field-free energy is unchanged when $a$ and $b$ are exchanged, so the field drives the difference $a-b$ and leaves the sum alone. We may set $a=-b=\theta$:
\begin{equation}
\varphi_\alpha=g\cos\theta+u\sin\theta,\qquad
\varphi_\beta=g\cos\theta-u\sin\theta .
\end{equation}
Multiplying out gives
\begin{equation}
|\varphi_\alpha\varphi_\beta\rangle=\cos^2\!\theta\,|gg\rangle
-\sqrt2\,\sin\theta\cos\theta\,|T\rangle-\sin^2\!\theta\,|uu\rangle .
\label{eq:det}
\end{equation}
Without the field, $|T\rangle$ does not mix with the other two, and the energy is
\begin{equation}
E(\theta)=\cos^4\!\theta\,E_{gg}+\sin^4\!\theta\,E_{uu}
+2\sin^2\!\theta\cos^2\!\theta\,(E_T-K).
\end{equation}
To second order $\cos^4\theta=1-2\theta^2$, $\sin^2\theta\cos^2\theta=\theta^2$ and $\sin^4\theta=0$. Equations~(\ref{eq:V}) and (\ref{eq:det}) give the field energy
\begin{equation}
\langle V\rangle=2\cos^3\!\theta\sin\theta\,D+2\cos\theta\sin^3\!\theta\,D
=D\sin2\theta .
\label{eq:field}
\end{equation}
Together,
\begin{equation}
E=E_{gg}+2(A-K)\theta^2+2D\theta+\dots
\end{equation}
This is stationary at $\theta=-D/[2(A-K)]$, where the energy has changed by $-D^2/[2(A-K)]$. By the rule below Eq.~(\ref{eq:D}), with $\kappa=1/[2(A-K)]$,
\begin{equation}
hJ_{\rm RHF}=\frac{C^2d^2}{A-K}.
\label{eq:rhf}
\end{equation}

The denominator is the stiffness of the determinant against separating its two spins. When $A=K$ the stiffness is zero and the linear response $\theta/D$ is unbounded. The rotation itself stays small: the field-free energy there is $E_{gg}+(E_{uu}-E_{gg})\sin^4\theta$, so $\theta$ grows as the cube root of $D$ and the energy has no expansion in $D^2$. That distance is the Coulson-Fischer point, beyond which an unrestricted (UHF) determinant with $\theta\neq0$ lies below RHF. In this basis it is at 2.18~bohr (1.15~\AA). A search over both orbital angles finds no UHF lowering 0.05~bohr before it, and a lowering of $4\times10^{-4}$~hartree 0.05~bohr after it.

Beyond the point, RHF is a saddle of the energy. The response formula still returns a number, but the stiffness is negative and so is $J$. Near the point $A-K$ is nearly linear in distance, which gives a simple pole with opposite signs on its two sides.

The $-K$ can be traced to one matrix element. In Eq.~(\ref{eq:det}) a single angle sets both the triplet amplitude, of order $\theta$, and the doubly excited amplitude, $-\theta^2$. The latter interacts with $|gg\rangle$ and lowers the energy by $2K\theta^2$, which is of the same order as the cost $2A\theta^2$ of the triplet. RHF response thus books a correlation effect as a softening of the spin response. In the exact ground state $|uu\rangle$ is present before any field acts, and its amplitude is free.

\section{What Tamm-Dancoff removes}

In the usual response notation, the static real triplet response is governed by the matrix $\mathbf A+\mathbf B$. Here both are single numbers, $A$ and $B=-K$. The Tamm-Dancoff approximation sets $\mathbf B=0$:
\begin{equation}
hJ_{\rm TD}=\frac{C^2d^2}{A}.
\label{eq:td}
\end{equation}
CI limited to single excitations gives the same result. Its second-order energy is $-|\langle T|V|gg\rangle|^2/(E_T-E_{gg})=-D^2/(2A)$, so $\kappa=1/(2A)$. Deleting $\langle gg|H|uu\rangle$ from the energy of the UHF determinant also turns Eq.~(\ref{eq:rhf}) into Eq.~(\ref{eq:td}), as the numerical check confirms.

At the Coulson-Fischer point $A=K>0$, so the Tamm-Dancoff coupling is finite there. It has a pole of its own, however, where $A=0$. By Eq.~(\ref{eq:A}) this is where the RHF energy crosses the triplet energy. Such a crossing must occur on stretching. At large distance $|gg\rangle$ is half ionic and lies above two neutral atoms by half the repulsion of two electrons on one atom, whereas the triplet becomes two neutral atoms. $A$ is positive near equilibrium and ends negative, so it passes through zero. In this basis the crossing is at 2.93~bohr (1.55~\AA). Since $K>0$, $A-K$ reaches zero first.

\section{Why full CI stays finite}

Write the singlet ground state as $\cos\chi\,|gg\rangle-\sin\chi\,|uu\rangle$, and let $W=E_{uu}-E_{gg}$. Its energy is
\begin{equation}
E_S=E_{gg}+\tfrac12W(1-\cos2\chi)-K\sin2\chi ,
\end{equation}
which is lowest for $\tan2\chi=2K/W$. With $Q=\sqrt{W^2+4K^2}$ this means $\cos2\chi=W/Q$ and $\sin2\chi=2K/Q$. Then $E_S=E_{gg}+\frac12(W-Q)$, and the gap to the triplet is
\begin{equation}
\Delta=E_T-E_S=A+\tfrac12(Q-W).
\label{eq:gap}
\end{equation}
The second term is the size of the correlation energy and is positive. By Eq.~(\ref{eq:V}) the matrix element to the triplet is $-(\cos\chi+\sin\chi)D/\sqrt2$; the two configurations add. Its square is $\frac12(1+\sin2\chi)D^2$, so
\begin{equation}
hJ_{\rm CI}=\frac{C^2d^2(1+\sin2\chi)}{\Delta}.
\label{eq:ci}
\end{equation}

The numerator factor cannot exceed 2. At the Coulson-Fischer point the gap exceeds $K$; at the Tamm-Dancoff pole it equals the correlation energy, 0.094~hartree. Neither pole survives.

Full CI does not keep the coupling small, though. On stretching, singlet and triplet both become two neutral atoms, the gap closes, and $J$ grows. At 6~bohr the gap is $3.5\times10^{-4}$~hartree and $J$ is 0.68~MHz. The gap was positive and $J$ rose throughout a scan from 1.4 to 6~bohr. Second-order theory requires the hyperfine energy to be small compared with the gap. At 6~bohr this still holds: the gap corresponds to $2.3\times10^{12}$~Hz, about 1600 times the hyperfine constant computed for an exact $1s$ orbital, whose density at the nucleus is $1/\pi$~bohr$^{-3}$, namely $C/(\pi h)=1423$~MHz. At large enough separation it fails, and the protons are then coupled to their own electrons rather than to each other.

\subsection*{Where RHF and full CI part}

The three formulas can be compared order by order. Let $F$ be the sum of RHF orbital energies and use $H(\mu)=F+\mu(H-F)$, which is the true Hamiltonian at $\mu=1$. With $\delta=\varepsilon_u-\varepsilon_g$ and $G=(gg|uu)$, the replacements are $A\to\delta-\mu G$, $K\to\mu K$ and $W\to2\delta+O(\mu)$. Then $\sin2\chi=\mu K/\delta+O(\mu^2)$ and $\Delta=\delta-\mu G+O(\mu^2)$, so that
\begin{align}
hJ_{\rm RHF}&=\frac{C^2d^2}{\delta-\mu(G+K)}
=\frac{C^2d^2}{\delta}\left[1+\mu\frac{G+K}{\delta}+O(\mu^2)\right],\\
hJ_{\rm CI}&=\frac{C^2d^2}{\delta}\left(1+\mu\frac{K}{\delta}\right)
\left(1+\mu\frac{G}{\delta}\right)+O(\mu^2).
\end{align}
These agree through first order. Tamm-Dancoff already misses the first-order term in $K$. RHF has the right first correction and then continues it as the geometric series $A^{-1}(1+K/A+K^2/A^2+\dots)$, which diverges at $K=A$. In full CI the same first correction sits in the factor $1+\sin2\chi$, which saturates.

\section{How large the errors are}

At 1.40~bohr, $d=0.2496$~bohr$^{-3}$ and $C^2/h=3036.6$~Hz~hartree~bohr$^6$, so the common factor is
\begin{equation}
\frac{C^2d^2}{h}=3036.6\times0.2496^2=189.2~\text{Hz hartree}.
\end{equation}
With $A=0.5849$, $K=0.1813$ and $\Delta=0.6055$~hartree, and $\sin2\chi=0.2240$,
\begin{align}
J_{\rm RHF}&=189.2/0.4037=469~\text{Hz},\\
J_{\rm TD}&=189.2/0.5849=323~\text{Hz},\\
J_{\rm CI}&=189.2\times1.2240/0.6055=382~\text{Hz}.
\end{align}
Relative to full CI, RHF is 23\% too high and Tamm-Dancoff 15\% too low. Stretching gives the table below. The rows near the poles lie 0.01~bohr on either side of the Coulson-Fischer point (2.1797~bohr) and of the Tamm-Dancoff pole (2.9264~bohr), and 2.5531~bohr is midway between the two:

\begin{center}
\begin{tabular}{rrrr}
$R$/bohr & RHF/Hz & Tamm-Dancoff/Hz & full CI/Hz\\
1.40 & 469 & 323 & 382\\
2.00 & 2000 & 537 & 647\\
2.1697 & 36\,300 & 669 & 784\\
2.1897 & $-36\,300$ & 689 & 803\\
2.5531 & $-1012$ & 1443 & 1290\\
2.9164 & $-544$ & 58\,300 & 2220\\
2.9364 & $-532$ & $-58\,500$ & 2290\\
4.00 & $-277$ & $-718$ & 14\,000
\end{tabular}
\end{center}

The damage begins well before the pole. At 2.00~bohr RHF is still stable, yet its coupling is three times the full CI value. Far beyond the pole the RHF numbers are of ordinary size again, but with the wrong sign.

Tamm-Dancoff passes from too low to too high between 2.19 and 2.55~bohr. Equations~(\ref{eq:td}), (\ref{eq:gap}) and (\ref{eq:ci}) give
\begin{equation}
\frac{J_{\rm TD}}{J_{\rm CI}}=\frac{1+(Q-W)/(2A)}{1+\sin2\chi}.
\end{equation}
It omits the correlation in the gap, which for $A>0$ makes $J$ too large, and the doubly excited part of the matrix element, which makes $J$ too small. Good agreement near the crossing is a cancellation of these two errors.

The factor $C^2d^2$ is common to all three methods, so their ratios and the positions of the poles do not depend on the density at the nuclei. The absolute values do, and STO-3G has no nuclear cusp. The ratios and the pole positions still depend on the basis through $A$, $K$ and $W$. Full CI is complete here within two orbitals only, and the other coupling terms and vibration are left out. None of these couplings is a prediction of experiment.

\section{What to do about it}

\begin{itemize}
\item Before trusting an RHF coupling, compute the lowest eigenvalue of the real triplet stability matrix $\mathbf A+\mathbf B$. If it is negative, discard the coupling, however reasonable its size.
\item Treat a small positive eigenvalue as a warning too. At 2.00~bohr it is $0.2742-0.2005=0.074$~hartree, and the coupling is already wrong by a factor of three.
\item Compare with Tamm-Dancoff. In this model $J_{\rm RHF}/J_{\rm TD}=A/(A-K)$, which is 1.4 at 1.40~bohr and 3.7 at 2.00~bohr. A large ratio shows that the result hangs on $\mathbf B$. With a single orbital pair this ratio diverges exactly where the eigenvalue $A-K$ vanishes. In a larger molecule the coupling sums over many pairs, and the eigenvalue remains the direct test of stability.
\item Use Tamm-Dancoff as a diagnostic or a stopgap, and check that the lowest eigenvalue of $\mathbf A$ is itself well above zero. In this model it moves the pole outward, from 2.18 to 2.93~bohr, and does not supply the missing correlation.
\item Do not switch to the UHF determinant beyond the Coulson-Fischer point. By Eq.~(\ref{eq:field}) its energy is linear in the nuclear spins, $D\sin2\theta$ with $\theta\neq0$ even without a field. That is the hyperfine energy of a spin-polarized state, which a singlet does not have.
\item For a lasting remedy, let the bonding-to-antibonding double excitation have its own amplitude in the ground state, as a multiconfigurational wave function with both orbitals active does. In this model that wave function is the full CI. If a correlated method also lets the RHF orbitals relax in the nuclear field, the inverse of $\mathbf A+\mathbf B$ enters again and can bring back a divergence at the same distance, not necessarily a simple pole, so the stability check still applies.
\end{itemize}

\section*{Calculated quantities}
\begin{verbatim}
H2, STO-3G, Fermi contact term only
contact constant C/h = 4469.9 MHz bohr^3
C/h times 1s density 1/pi = 1422.8 MHz
factor C^2/h = 3036.60 Hz hartree bohr^6
Ingredients at R = 1.4 bohr:
  overlap S = 0.6593 (no unit)
  d = g(A)u(A) = 0.24960 bohr^-3
  eps_g = -0.57820 hartree
  eps_u = 0.67027 hartree
  (gg|uu) = 0.66356 hartree
  K = 0.18126 hartree
  A = 0.58491 hartree
  A - K = 0.40365 hartree
  W = 1.57729 hartree
  sin 2chi = 0.22399 (no unit)
  RHF energy = -1.11671 hartree
  full CI energy = -1.13728 hartree
  gap E_T - E_S = 0.60547 hartree
Coulson-Fischer point = 2.1797 bohr = 1.1534 angstrom
  A = K = 0.20672 hartree
  gap = 0.25400 hartree
  1 + sin 2chi = 1.4347 (no unit)
  J Tamm-Dancoff = 679.2 Hz
  J full CI = 793.0 Hz
  UHF lowering 0.05 bohr before = 0.0e+00 hartree
  UHF lowering 0.05 bohr after = 4.2e-04 hartree
Tamm-Dancoff pole = 2.9264 bohr = 1.5486 angstrom
  gap = 0.09418 hartree
  J RHF = -538.0 Hz
  J full CI = 2253.7 Hz
R/bohr  A/hartree  K/hartree  gap/hartree
1.4000    0.58491    0.18126    0.605468
2.0000    0.27420    0.20052    0.313529
2.1697    0.21025    0.20637    0.257055
2.1897    0.20321    0.20707    0.250967
2.5531    0.09062    0.21979    0.158596
2.9164    0.00215    0.23231    0.095562
2.9364   -0.00214    0.23299    0.092806
4.0000   -0.16625    0.26513    0.016447
6.0000   -0.28798    0.30402    0.000350
R/bohr  J_RHF/Hz  J_TammDancoff/Hz  J_fullCI/Hz
1.4000       468.7       323.4       382.4
2.0000      1999.6       537.3       647.4
2.1697     36258.4       669.4       783.7
2.1897    -36311.5       689.3       802.6
2.5531     -1012.0      1442.5      1289.5
2.9164      -544.3     58254.5      2218.6
2.9364      -531.9    -58529.7      2289.5
4.0000      -276.8      -718.2     14043.0
6.0000      -199.8      -410.7    675595.5
largest finite-field deviation = 1.4e-04 (relative)
RHF - full CI, ratio on halving mu = 4.133 (no unit)
\end{verbatim}
